\section*{Von Roos mass operators, Hermiticity and BenDaniel–Duke interface conditions, part 1}

(Sections cited here and not found follow in the second part.)

\section{Operator ordering on a smooth mass profile}

\subsection{A step that loses two thirds of the flux}

An electron of energy $0.30$~eV moves to the right in a material where its effective mass is $0.05\,m_e$. At $x=0$ the mass becomes $0.15\,m_e$ and the potential rises by $0.25$~eV. With $\hbar^2/(2m_e)=0.038100$~eV\,nm$^2$, the wave numbers are
\[
k_L=\sqrt{\frac{0.05\times0.30}{0.038100}}=0.62746\ \mathrm{nm}^{-1},
\qquad
k_R=\sqrt{\frac{0.15\times0.05}{0.038100}}=0.44368\ \mathrm{nm}^{-1}.
\]
Suppose that $\psi$ and $\psi'$ are both taken as continuous, as they are when the mass is constant. The reflected and transmitted amplitudes are then $r=0.17157$ and $t=1.17157$. The reflected fraction of the flux is $r^2=0.02944$. The speeds $v=\hbar k/m$ are $v_L=1.4528\times10^6$~m/s and $v_R=3.4242\times10^5$~m/s, so the transmitted fraction is
\[
\frac{v_R}{v_L}\,t^2=0.2357\times1.3726=0.3235 .
\]
The two fractions add up to $0.353$. Nearly two thirds of the incident flux is missing, although nothing in the problem absorbs electrons. The joining rule is at fault, and the right rule has to come from the kinetic-energy operator.

\subsection{The family of operators}

The setting is a one-band envelope model in one dimension. The mass $m(x)$ is positive and does not depend on energy, the potential $V(x)$ is real and bounded, and $p=-i\hbar\,d/dx$. In a real semiconductor with a mass as light as $0.05\,m_e$, the band is markedly nonparabolic at kinetic energies of tenths of an eV, so the numbers in the examples belong to the model and not to a particular material. Because $p$ does not commute with $m(x)$, the classical expression $p^2/2m$ does not fix a quantum operator. The von Roos family is
\begin{equation}
T=\tfrac14\left(m^{\alpha}p\,m^{\beta}p\,m^{\gamma}
+m^{\gamma}p\,m^{\beta}p\,m^{\alpha}\right),
\qquad \alpha+\beta+\gamma=-1,
\label{family}
\end{equation}
with real exponents. The condition on their sum gives $T$ the dimension of energy, and for constant mass each member reduces to $p^2/2m$.

In this first half $m(x)$ is smooth and tends to constants far away. An operator $A$ is called Hermitian here if $\langle f|Ag\rangle=\langle Af|g\rangle$ for all smooth $f,g$ that vanish fast enough at infinity.

\subsection{What Hermiticity demands of a single product}

Consider first one of the two products alone,
\[
K=\tfrac12\,m^{\alpha}p\,m^{\beta}p\,m^{\gamma}.
\]
Integration by parts, with vanishing boundary terms, gives
\[
\int f^*(-i\hbar g')\,dx=\int i\hbar f'^*g\,dx=\int(-i\hbar f')^*g\,dx ,
\]
so $p$ is Hermitian. Multiplication by a real power of $m$ is Hermitian too. Moving the factors of $K$ one at a time onto $f$ reverses their order:
\[
K^\dagger=\tfrac12\,m^{\gamma}p\,m^{\beta}p\,m^{\alpha}.
\]
The question is when $K$ and $K^\dagger$ agree. Let
\[
u=\frac{m'}{m},\qquad\text{so that}\qquad (m^{\nu})'=\nu u\,m^{\nu}
\]
for any power $\nu$. The innermost derivative in $K\psi$ is
\[
(m^\gamma\psi)'=m^\gamma(\psi'+\gamma u\psi).
\]
Multiplication by $m^\beta$ and a second derivative give
\begin{align*}
\left[m^{\beta+\gamma}(\psi'+\gamma u\psi)\right]'
=m^{\beta+\gamma}\big[&\psi''+\gamma u'\psi+\gamma u\psi'\\
&+(\beta+\gamma)u(\psi'+\gamma u\psi)\big].
\end{align*}
The outer factor $m^\alpha$ turns the prefactor into $m^{-1}$, and the two momenta supply $(-i\hbar)^2=-\hbar^2$. The coefficient of $u\psi'$ is $\beta+2\gamma=\gamma-\alpha-1$. In the last term $\beta+\gamma=-(1+\alpha)$. Therefore
\begin{equation}
K\psi=-\frac{\hbar^2}{2m}\left\{\psi''+(\gamma-\alpha-1)u\psi'
+\left[\gamma u'-\gamma(1+\alpha)u^2\right]\psi\right\}.
\label{Kexp}
\end{equation}
The adjoint follows by exchanging $\alpha$ and $\gamma$:
\begin{equation}
K^\dagger\psi=-\frac{\hbar^2}{2m}\left\{\psi''+(\alpha-\gamma-1)u\psi'
+\left[\alpha u'-\alpha(1+\gamma)u^2\right]\psi\right\}.
\label{Kdag}
\end{equation}
On subtraction, the coefficient of $u\psi'$ is $2(\gamma-\alpha)$ and that of $u'\psi$ is $\gamma-\alpha$. The coefficient of $u^2\psi$ is $-\gamma-\alpha\gamma+\alpha+\alpha\gamma=-(\gamma-\alpha)$. Hence
\begin{equation}
(K-K^\dagger)\psi=-\frac{\hbar^2}{2m}(\gamma-\alpha)
\left[2u\psi'+(u'-u^2)\psi\right].
\label{asym}
\end{equation}
If this vanishes for every $\psi$, choose at any given point a function with $\psi=0$ and $\psi'=1$. It follows that $(\gamma-\alpha)u=0$ there. So a single product is Hermitian if and only if $\alpha=\gamma$ or the mass is constant.

A numerical case checks \eqref{asym} and shows that the defect is nonzero. In dimensionless units with $\hbar=1$, take $m=1+0.6\tanh x$, $f=e^{-x^2}$, $g=(1+x)e^{-x^2/2}$, $\alpha=-1$ and $\gamma=0$. Direct quadrature of $\langle f|Kg\rangle-\langle Kf|g\rangle$ gives $-0.431073$, and the integral of $f$ times \eqref{asym} applied to $g$ gives the same digits.

\subsection{What it does not demand of the symmetrized operator}

The family \eqref{family} is $T=\tfrac12(K+K^\dagger)$. Its adjoint is $\tfrac12(K^\dagger+K)$, which is $T$ again. Every member is therefore Hermitian on a smooth profile, whatever the real exponents. Hermiticity restricts the single product, but it does not select one ordering from the symmetrized family. Further conditions are needed, and the abrupt interface supplies one of them.

To see how the members differ, average \eqref{Kexp} and \eqref{Kdag}. The coefficient of $u\psi'$ becomes
\[
\tfrac12\left[(\gamma-\alpha-1)+(\alpha-\gamma-1)\right]=-1 ,
\]
and so
\[
T\psi=-\frac{\hbar^2}{2m}\left\{\psi''-u\psi'
+\tfrac12(\alpha+\gamma)u'\psi
-\tfrac12(\alpha+\gamma+2\alpha\gamma)u^2\psi\right\}.
\]
The first two terms form a total derivative,
\[
\left(\frac{\psi'}{m}\right)'=\frac{\psi''}{m}-\frac{m'}{m^2}\psi'
=\frac1m(\psi''-u\psi').
\]
In the remaining terms use $u'=m''/m-u^2$. The bracket multiplying $\psi$ becomes
\[
\tfrac12(\alpha+\gamma)\frac{m''}{m}-(\alpha+\gamma+\alpha\gamma)u^2 .
\]
With the overall minus sign this gives
\begin{align}
T&=\tfrac12\,p\,\frac1m\,p+U(x),\label{split}\\
U&=\frac{\hbar^2}{2m}\left[(\alpha+\gamma+\alpha\gamma)u^2
-\tfrac12(\alpha+\gamma)\frac{m''}{m}\right].\nonumber
\end{align}
The first operator is the BenDaniel--Duke operator, the member with $\alpha=\gamma=0$ and $\beta=-1$. Any other ordering adds a real potential $U$, which vanishes where the mass is constant. For a general profile it is nonzero inside the graded region, although its two terms can cancel for special shapes: for $\alpha=\gamma=-1$ it vanishes wherever $\ln m$ is linear in $x$.

\subsection{The current}

Since $U$ is real, one current serves the whole family. From $i\hbar\,\partial_t\psi=(T+V)\psi$,
\[
\partial_t|\psi|^2=2\,\mathrm{Re}(\psi^*\partial_t\psi)
=\frac2\hbar\,\mathrm{Im}\left[\psi^*(T+V)\psi\right].
\]
The terms $(U+V)|\psi|^2$ are real and drop out. What remains is
\begin{align*}
\partial_t|\psi|^2
&=-\hbar\,\mathrm{Im}\left[\psi^*\left(\frac{\psi'}{m}\right)'\right]\\
&=-\hbar\,\mathrm{Im}\left[\left(\frac{\psi^*\psi'}{m}\right)'
-\frac{|\psi'|^2}{m}\right].
\end{align*}
The last term is real, so
\begin{equation}
\partial_t|\psi|^2+\frac{dj}{dx}=0,\qquad
j=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi').
\label{current}
\end{equation}
In a stationary state $j$ does not depend on $x$. The program integrates the Schr\"odinger equation through a graded layer of width parameter $0.5$~nm for four orderings, two of them with $\alpha\ne\gamma$. It tests that the reflected and transmitted fractions add to one within $10^{-7}$.

\subsection{Splitting off a symmetric product}

Define the mean and the difference of the outer exponents,
\[
a=\tfrac12(\alpha+\gamma),\qquad \delta=\alpha-\gamma,\qquad
b=-1-2a .
\]
Then $\alpha\gamma=a^2-\delta^2/4$. Compare $T$ with the symmetric product
\[
T_a=\tfrac12\,m^a p\,m^b p\,m^a ,
\]
whose outer exponents are both $a$. Their sum is again $2a$, so the $m''$ terms of the two potentials $U$ are equal. Only the $\alpha\gamma$ term of \eqref{split} differs:
\begin{equation}
T-T_a=\frac{\hbar^2}{2m}(\alpha\gamma-a^2)u^2
=-\frac{\hbar^2\delta^2}{8m}\,u^2 .
\label{extra}
\end{equation}
Unequal outer exponents thus add an attractive potential wherever the mass changes.

\subsection{The energy in the abrupt limit}

Let the mass change across a layer of fixed shape and adjustable width,
\[
\ln m(x)=\sigma(x/w),
\]
where $\sigma$ is constant outside $|\xi|\le\xi_0$, with $\xi=x/w$, and takes different values on the two sides. Then $u=\sigma'(\xi)/w$. The abrupt interface is the limit $w\to0$.

Put $\varphi=m^a\psi$. Because $p$ is Hermitian,
\begin{equation}
\langle\psi|T_a\psi\rangle
=\tfrac12\int m^b|p\varphi|^2dx
=\frac{\hbar^2}{2}\int m^b|\varphi'|^2dx\ \ge0 .
\label{positive}
\end{equation}
In the extra term, $|\psi|^2/m=m^{-1-2a}|\varphi|^2=m^b|\varphi|^2$. Hence
\[
\langle\psi|T\psi\rangle=\frac{\hbar^2}{2}\int m^b|\varphi'|^2dx
-\frac{\hbar^2\delta^2}{8}\int m^bu^2|\varphi|^2dx .
\]
Now hold one smooth, localized $\varphi$ fixed, with $\varphi(0)\ne0$, while $w$ shrinks. The first integral and the norm $\int m^{-2a}|\varphi|^2dx$ stay finite and nonzero, because $m$ stays between fixed positive bounds. With $dx=w\,d\xi$, the second integral behaves as
\[
\int m^bu^2|\varphi|^2dx\ \longrightarrow\ \frac{|\varphi(0)|^2}{w}\,I,
\qquad I=\int e^{b\sigma}\sigma'^2\,d\xi>0 .
\]
The energy of this state tends to $-\infty$ unless $\delta=0$. If $\delta=0$, \eqref{positive} shows that $T+V$ is never lower than the minimum of $V$, for any $w$. So the family has a lower energy bound independent of $w$ if and only if $\alpha=\gamma$.

The lowest level falls faster than this fixed trial state. In the variable $\xi$ each derivative carries a factor $1/w$, so $T=w^{-2}\hat\tau$ with $\hat\tau$ independent of $w$. The lowest spectral value $\varepsilon_0$ of $\hat\tau$ is negative: let $\varphi=1$ on the layer and let it fall linearly to zero over a long distance $\ell$ on each side. The kinetic part then scales as $1/\ell$, while the attraction stays fixed. A bounded $V$ shifts the level by a bounded amount, so it varies as $\varepsilon_0/w^2$.

For $\alpha=-1$, $\gamma=0$ and the masses and step of the example, the program uses a $\tanh$ profile: $\ln m=\ln m_L+s\ln(m_R/m_L)$ and $V=s\times0.25$~eV, with $s=\tfrac12[1+\tanh(x/w)]$ and $m_L$, $m_R$ the masses on the left and right. This $\sigma$ is not exactly constant outside a finite interval, but it approaches its end values exponentially fast, and the scaling argument is unchanged. Diagonalization on a grid that scales with $w$ gives $-245.82$~eV at $w=0.002$~nm and $-983.75$~eV at $w=0.001$~nm. The grid spacing of $0.05\,w$ leaves both levels too high by about $0.04\%$. This error also scales as $1/w^2$, so it does not affect their ratio, which is $4.0019$. The small excess over 4 comes from the potential step. If it adds a mean energy $\bar V$ to both levels, then $3\bar V=4(-245.82)+983.75=0.47$~eV. The rounding of the two levels leaves $\bar V$ uncertain by about $0.01$~eV, so $\bar V$ is about $0.15$ to $0.16$~eV, between $0$ and $0.25$~eV as it must be. The control case $\alpha=\gamma=-\tfrac12$ has a positive lowest level, $5.761$~eV at $w=0.001$~nm, set by the small box of the calculation.

These widths are far below an atomic spacing, and such energies lie outside any envelope model. The collapse shows that unequal exponents have no acceptable abrupt limit. It does not exclude them for a layer that is graded over many lattice constants.

\section{The abrupt interface}

\subsection{Symbols and results carried over}

The mass is $m_L$ for $x<0$ and $m_R$ for $x>0$, reached as the limit $w\to0$ of a layer with $\ln m=\sigma(x/w)$. The outer exponents of the kinetic operator are $\alpha$ and $\gamma$, with mean $a$ and difference $\delta$, and $b=-1-2a$. The first half established three results.

The operator can be written
\begin{equation}
T=\tfrac12\,m^a p\,m^b p\,m^a-\frac{\hbar^2\delta^2}{8m}u^2,
\qquad u=\frac{m'}{m}.
\label{recap}
\end{equation}
It is Hermitian on a smooth profile for all real exponents, but its energy stays bounded below as $w\to0$ only if $\delta=0$. The current is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ for every ordering. The example has $m_L=0.05\,m_e$, $m_R=0.15\,m_e$, $k_L=0.62746$~nm$^{-1}$ and $k_R=0.44368$~nm$^{-1}$.

Every symmetrized ordering is Hermitian on a smooth mass profile, but only those with $\alpha=\gamma$ keep the energy bounded below as the layer becomes abrupt. It remains to derive the joining rules at the interface, to find what selects one value of $a$, and to work out the effects on reflection and bound levels.
